# Why conduction edges at K do not hop in 2H bilayer MoS2

**Question.** In 2H bilayer MoS2, the two valence-band edges at the corner K of the Brillouin zone, one from each layer, repel each other and split. The two conduction-band edges at K do not, although both are built from orbitals that point towards the other layer. Why is their direct interlayer hopping zero, and how complete is the decoupling?

**Answer.**

## The mechanism: three paths and their phases

The two layers are triangular crystals with common lattice constant $a$. Three vertical lines per cell are threefold axes of both: A at the origin, B at $\mathbf B=(a/2,\,a/2\sqrt3)$ and C at $-\mathbf B$. Layer 1 has Mo on A and S on B. Layer 2 is turned by 180° about the vertical and has Mo on B and S on A, so each Mo faces a sulfur column. I take $\mathbf K=(4\pi/3a,\,0)$ and at first ignore spin.

Consider a Mo atom of layer 1 on A. Its three nearest Mo atoms in layer 2 lie at in-plane displacements $\boldsymbol\delta_j$ of length $a/\sqrt3$, at angles 30°, 150° and 270°. The Bloch phases $\mathbf K\cdot\boldsymbol\delta_j$ are 120°, 240° and 360°, so the phase advances by 120° from one neighbour to the next.

The conduction edge is mainly Mo $d_{z^2}$, with angular momentum $m=0$ about the vertical. Three equal amplitudes with phases 120° apart add to zero.

The valence edge is mainly $d_{x^2-y^2}\pm i\,d_{xy}$, with $m=+2$ in layer 1 and $m=-2$ in layer 2, as derived below. Turning a bond by $\varphi$ multiplies the hopping between orbitals $m$ and $m'$ by $e^{i(m'-m)\varphi}$. Here this is $e^{-4i\varphi}$, which for $\varphi=120°$ is a phase of $-480°$, or $-120°$. It cancels the Bloch phase, and the three paths add.

## The selection rule

The cancellation does not depend on keeping three neighbours. Let $C_3$ be the 120° rotation about A. It takes K to $\mathbf K+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector, so it acts within the states at K. Let $|1\rangle$ and $|2\rangle$ be edge states of the separate layers, with $C_3|i\rangle=\lambda_i|i\rangle$. Since $C_3$ is unitary, $\langle1|C_3=\lambda_1\langle1|$. If $H$ commutes with $C_3$,

$$0=\langle1|C_3H-HC_3|2\rangle=(\lambda_1-\lambda_2)\langle1|H|2\rangle .$$

Different eigenvalues therefore force the hopping to vanish, whatever its range. Equal eigenvalues permit hopping but do not fix its size.

To find $\lambda$, take a Bloch sum of orbitals $\phi_m$ on sites $\boldsymbol\rho=\mathbf R+\boldsymbol\tau$ with coefficients $e^{i\mathbf K\cdot\boldsymbol\rho}$. The rotation gives each orbital a factor $e^{-2\pi im/3}$ and moves it to $\boldsymbol\rho'=C_3\boldsymbol\rho$, a site of the same sublattice. Scalar products survive rotation, so $\mathbf K\cdot\boldsymbol\rho=(C_3\mathbf K)\cdot\boldsymbol\rho'=(\mathbf K+\mathbf G)\cdot\boldsymbol\rho'$. Because $e^{i\mathbf G\cdot\mathbf R}=1$, the extra factor is $e^{i\mathbf G\cdot\boldsymbol\tau}$. With

$$\mathbf G=C_3\mathbf K-\mathbf K=\frac{4\pi}{3a}\left(-\frac32,\frac{\sqrt3}{2}\right),\qquad \mathbf G\cdot\mathbf B=\frac{4\pi}{3}\left(-\frac34+\frac14\right)=-\frac{2\pi}{3},$$

the eigenvalue is

$$\lambda=e^{-2\pi iJ/3},\qquad J=m+\sigma \pmod 3,\qquad \sigma=0,\,1,\,-1\ \text{on A, B, C}.$$

The site matters as much as the orbital. Choosing another axis adds a lattice translation to the rotation, which multiplies all states at K by one common phase and leaves the comparison unchanged.

## Which orbital is the valence edge?

Both $d_{+2}$ and $d_{-2}$ exist at K, so the sign must be derived. Inside layer 1, a Mo orbital on A couples to a sulfur orbital $p_{m'}$ on B if $m=m'+1$ modulo 3. Thus

$$d_0\leftrightarrow p_{-1},\qquad d_{+2}\leftrightarrow p_{+1},\qquad d_{-2}\leftrightarrow p_z .$$

Let $s$ and $c$ be the in-plane and vertical direction cosines of the Mo–S bond, and $V_\sigma,V_\pi$ its Slater–Koster parameters. For a bond along $\mathbf n=(s,0,c)$, use the perpendicular directions $\mathbf e=(c,0,-s)$ and $\hat{\mathbf y}$. The components of each orbital along $(\sigma,\pi_e,\pi_y)$ are

- $p_x:(s,c,0)$, $p_y:(0,0,1)$, $p_z:(c,-s,0)$;
- $d_{z^2}:(c^2-s^2/2,\,-\sqrt3sc,\,0)$;
- $d_{x^2-y^2}:(\tfrac{\sqrt3}{2}s^2,\,sc,\,0)$, $d_{xy}:(0,0,s)$.

Multiplying matching components by $V_\sigma$ or $V_\pi$ gives

$$\begin{aligned}
\langle x|z^2\rangle&=s[(c^2-s^2/2)V_\sigma-\sqrt3c^2V_\pi],\\
\langle x|x^2-y^2\rangle&=\tfrac{\sqrt3}{2}s^3V_\sigma+sc^2V_\pi,\qquad \langle y|xy\rangle=sV_\pi,\\
\langle z|x^2-y^2\rangle&=cs^2[\tfrac{\sqrt3}{2}V_\sigma-V_\pi].
\end{aligned}$$

In the circular orbitals, up to phases, the three couplings per bond are $\langle x|z^2\rangle/\sqrt2$, $(\langle x|x^2-y^2\rangle+\langle y|xy\rangle)/2$ and $\langle z|x^2-y^2\rangle/\sqrt2$. Three bonds add in phase, giving 3. The two sulfur planes enter as one normalized combination, giving $\sqrt2$. Hence

$$\begin{aligned}
g_c&=3s[(c^2-s^2/2)V_\sigma-\sqrt3c^2V_\pi],\\
g_v&=\tfrac{3}{\sqrt2}s[\tfrac{\sqrt3}{2}s^2V_\sigma+(1+c^2)V_\pi],\\
g_u&=3cs^2[\tfrac{\sqrt3}{2}V_\sigma-V_\pi],
\end{aligned}$$

for $d_0$, $d_{+2}$ and $d_{-2}$. With $D$ the $d$ level at K before this coupling and $E_p$ the sulfur level, the upper root of each two-level problem and its sulfur weight are

$$E=\frac{D+E_p}{2}+\sqrt{\left(\frac{D-E_p}{2}\right)^2+g^2},\qquad w=\frac{g^2}{g^2+(E-E_p)^2}.$$

The weight follows from the eigenvector, whose $d$ and $p$ components are in the ratio $(E-E_p):g$.

The levels $d_{+2}$ and $d_{-2}$ share the same $D$. In this model, with one sulfur level and no S–S hopping within the layer, the one with the smaller $|g|$ stays lower and becomes the valence edge. Which one that is depends on $V_\sigma$ and $V_\pi$; the values used here were chosen to give the orbital character of MoS2, so the model takes this order as input and does not prove it for the real material. For the parameters below this is $d_{+2}$, while $d_{-2}$ becomes a band u above the conduction edge.

The half-turn that makes layer 2 keeps $m$ but exchanges K and $-$K. Its state at K is therefore the turned image of a layer-1 state at $-$K, which is the complex conjugate of the state at K. Conjugation reverses $m$. With Mo on B, $J_2=-m_1+1$:

- conduction edge: $J_1=0$, $J_2=1$, hopping forbidden;
- valence edge: $J_1=2$, $J_2=-2+1=2$ modulo 3, hopping allowed;
- band u: $J_1=1$, $J_2=0$.

## The size of the valence hopping

Let the interlayer hopping run between the facing sulfur planes, with parameters $V'_\sigma,V'_\pi$. The valence state has weight $w_v/2$ in each sulfur plane of its layer, as $p_{+1}$ in layer 1 and $p_{-1}$ in layer 2. For a bond with direction cosines $n_i$, the $p$–$p$ matrix is $V'_\pi\delta_{ij}+(V'_\sigma-V'_\pi)n_in_j$. Its first term cannot turn $p_{-1}$ into $p_{+1}$. With $p_{\pm1}=\mp(p_x\pm ip_y)/\sqrt2$, the second gives, for in-plane cosine $n_\parallel$ and bond angle $\varphi$,

$$\langle p_{+1}|H|p_{-1}\rangle=-\tfrac12(V'_\sigma-V'_\pi)\,n_\parallel^2\,e^{-2i\varphi}.$$

The Bloch phases compensate $e^{-2i\varphi}$, the three bonds add, and

$$|t_v|=\frac{w_v}{2}\cdot\frac32\,|V'_\sigma-V'_\pi|\,n_\parallel^2 .$$

Two equal levels coupled by $t_v$ move to $E_v\pm|t_v|$, a splitting of $2|t_v|$ when other bands are neglected.

## Numbers

The parameters are round and chosen to give states of the right orbital character and order at K, not to reproduce the bands of MoS2 across the zone: $a=3.2$ Å, sulfur planes 1.6 Å from the Mo plane, layers 6.2 Å apart. The Mo–S parameters are $V_\sigma=-4.0$ eV and $V_\pi=0.6$ eV; the interlayer sulfur values are 0.8 and $-0.1$ eV; $E_p=-4.0$ eV. The on-site energies are 0 for $d_0$ and $d_{\pm1}$, and $-1.3$ eV for $d_{\pm2}$.

Mo–Mo hopping ($\sigma,\pi,\delta=-0.8,\,0.4,\,0$ eV) shifts the $d$ levels. The six Bloch phases at K sum to $-3$, and the bond averages are $-0.8/4=-0.2$ eV for $d_0$ and $(-0.6+0.4)/2=-0.1$ eV for $d_{\pm2}$. So $D_0=0.6$ eV and $D_2=-1.3+0.3=-1.0$ eV.

With $s=0.756$ and $c=0.655$, the couplings are $|g_v|=1.80$, $|g_c|=2.31$ and $|g_u|=4.56$ eV. The valence edge is

$$E_v=-2.5+\sqrt{1.5^2+1.80^2}=-0.157\ \text{eV}.$$

Likewise $E_c=1.557$ eV and $E_u=2.301$ eV. The gap at K is 1.71 eV, and the sulfur weights are $w_v=0.180$, $w_c=0.147$, $w_u=0.344$.

Facing sulfur atoms are 3.52 Å apart, with $n_\parallel^2=0.275$. Therefore

$$|t_v|=0.090\times1.5\times0.9\times0.275=0.0334\ \text{eV}.$$

Diagonalizing the whole bilayer, with eleven orbitals per layer, gives a valence splitting of 0.0668 eV, equal to $2|t_v|$ at this precision. The conduction hopping and splitting are zero to rounding error.

## What the other layer still does to the conduction edge

A forbidden hopping is not isolation. The conduction edge of layer 1 has $J=0$, and so has band u of layer 2. They couple through $p_{-1}$ and $p_z$ on facing sulfur atoms:

$$\frac{3}{\sqrt2}(V'_\sigma-V'_\pi)\,n_\parallel n_z\sqrt{\frac{w_c}{2}\frac{w_u}{2}}
=2.12\times0.9\times0.447\times0.112=0.096\ \text{eV}.$$

Band u lies 0.744 eV higher, so second-order perturbation theory pushes the edge by $-0.0958^2/0.744=-0.0123$ eV, with one more digit kept in the hopping. All bands together give $-0.0122$ eV at this order; full diagonalization gives $-0.0117$ eV.

Both conduction edges shift equally. Inversion exchanges the layers and takes K to $-$K; time reversal brings it back. The combined operation $\Theta$ commutes with $H$. Conjugation changes $J$ to $-J$, and inversion moves the axis from A to B, which adds 1, so $\Theta$ takes $J$ to $1-J$. The sectors $J=0$ and $J=1$ thus have the same spectrum and do not mix: the conduction pair stays degenerate.

## Changing the stacking or the orbital

For a turned layer with Mo on a site of phase index $\sigma$, $J_2-J_1=\sigma-2m_1$. The conduction edges match for $\sigma=0$, the valence edges for $\sigma=1$. Keep the layer distance fixed and let the sulfur hopping vary as $e^{-(r-3.52\,\text{Å})/0.5\,\text{Å}}$, cut off at 4.2 Å. With Mo over Mo, the conduction hopping is then 0.0273 eV and the valence hopping zero, the reverse of 2H. With Mo on C both vanish.

For an unturned layer $J_2-J_1=\sigma$ for both edges. Both hop when the layers are directly superposed (0.0256 eV for valence, 0.0209 eV for conduction), and neither does when Mo sits on B or C. The zeros follow from symmetry, but the sizes depend on the cutoff, which excludes the next sulfur shell (at 4.39 Å for the superposed layers, 4.76 Å for the turned layer with Mo over Mo and for 2H). A cutoff of 9 Å gives 0.032 and 0.026 eV for the superposed layers, and 0.031 eV for the conduction hopping with Mo over Mo in the turned layer.

The valence orbital matters too. With $V_\sigma=-2.6$ and $V_\pi=-1.4$ eV, the formulas give $|g_v|=5.27$ and $|g_u|=0.96$ eV. Now $d_{-2}$ is the valence edge, $J_1=1$ while $J_2=0$, and its hopping in the 2H stacking vanishes. The valence match is thus a joint result of stacking and bonding.

## Away from K

At $\mathbf K+\mathbf q$ the rotation also turns $\mathbf q$. With edge states chosen to follow the rotation smoothly, the conduction hopping obeys

$$t_c(C_3\mathbf q)=\lambda_1\lambda_2^*\,t_c(\mathbf q)=e^{2\pi i/3}t_c(\mathbf q).$$

A constant term is excluded. Of the linear terms $q_x\pm iq_y$, only $q_x+iq_y$ acquires this phase. So $|t_c|$ is proportional to $|\mathbf q|$ and isotropic to leading order. The model's slope as $\mathbf q\to0$ is 0.249 eV Å (0.248 when read at $q=0.002$ Å$^{-1}$ along $+x$).

For a rough electron mass of real MoS2, $m^*=0.5$ (atomic units, not derived from this model), at 300 K, the wavevector $q_T=\sqrt{2m^*k_BT}$ is 0.058 Å$^{-1}$. For $\mathbf q$ of this length along $+x$, $|t_c|=0.0128$ eV and the conduction bands split by 0.025 eV. The linear estimate is 0.0145 eV, and at 60° from $+x$ the hopping is 0.0159 eV. The difference depends on direction, because the rotation rule also allows a quadratic term $(q_x-iq_y)^2$, which adds to the linear term in some directions and subtracts in others. Symmetry therefore allows thermal electrons around K to feel interlayer hopping, but its size here is only a model estimate.

## Spin

With spin, $J$ gains $\pm1/2$. Hopping that conserves spin follows the earlier rule. A spin flip could pass it: layer 1 up has $J=0+1/2$, and layer 2 down has $J=1-1/2$. But the second state is $\Theta\psi$ if the first is $\psi$, and now $\Theta^2=-1$. Since $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$,

$$\langle\psi|H\Theta\psi\rangle=\langle\Theta H\Theta\psi|\Theta\psi\rangle=-\langle H\psi|\Theta\psi\rangle=-\langle\psi|H\Theta\psi\rangle=0 .$$

The opposite flip compares $-1/2$ with $3/2$, which differ by 2, and is forbidden by rotation alone. With a Mo spin–orbit constant of 0.08 eV the conduction elements indeed vanish. Doubling the constant in layer 2 alone breaks inversion but keeps $C_3$, and an element of 0.0032 eV appears.

For the valence edges, spin–orbit coupling separates the two layers' levels of given spin by $\Delta=0.132$ eV, with opposite order for opposite spin. The two-level splitting becomes

$$\sqrt{\Delta^2+4t_v^2}=\sqrt{0.132^2+0.067^2}=0.148\ \text{eV},$$

as full diagonalization also gives. Since $\Delta>2|t_v|$, each valence state of given spin lies mostly in one layer.

## The model beside the real bilayer

The geometry, the valence spin splitting and a valence hopping of a few hundredths of an eV are of the right size for MoS2. The model gap is somewhat below the optical gap of a monolayer, and further below the gap for free carriers. The distance to band u was not calibrated, so the conduction shift and the slope near K are less reliable than the selection rule. The model should not be used far from K. In its monolayer the valence band is higher at the edge midpoint M (0.10 eV) than at K, and the conduction band is lower at the zone centre (0.92 eV) than at K. Even close to K the dispersion is wrong: the conduction band is almost flat and the valence band rises slightly away from K, whereas monolayer MoS2 has a conduction minimum and a valence maximum there. In the model, "edge" therefore means the state at K with the right orbital character, not an extremum of the band. In real bilayers the highest valence states lie at the zone centre, so the K edges treated here are not both global band edges.

Further interlayer terms change the sizes found here. I extended the sulfur hopping to 9 Å with the same decay and added interlayer Mo–S ($-0.8,\,0.2$ eV) and Mo–Mo ($-0.3,\,0.1,\,0.05$ eV) terms, quoted at 3.52 Å. The longer sulfur tail alone raises $|t_v|$ to 0.038 eV, and all terms together raise it to 0.041 eV, by about a quarter. The conduction hopping stays zero. The conduction shift is much more sensitive: with all terms it falls from $-0.0117$ to $-0.0044$ eV, so only its order of magnitude, a few meV to about ten meV, should be taken from this model. The slope of the conduction hopping near K falls likewise, from 0.249 to 0.139 eV Å.

Devices can break the assumed symmetry. A lateral slip of 0.1 Å destroys the common threefold axis and gives a conduction hopping of 0.0011 eV along $x$ (0.0012 eV along $y$). With all the further interlayer terms above, the value along $x$ drops to 0.0001 eV, so only the fact that it is nonzero is robust. A vertical gate field keeps $C_3$ but breaks inversion: 1 MV/cm, unscreened, offsets the layers by 0.062 eV, comparable with $2|t_v|$. It separates the conduction edges in energy without causing spin-conserving hopping at K, while the spin-flip cancellation is no longer guaranteed. Screening reduces the offset.

The numerical output below lists most of these values at higher precision.

## Computed values

```
lattice constant 3.2 A; S height 1.6 A; layer distance 6.2 A
onsite d0, d1, d2, p: 0.0, 0.0, -1.3, -4.0 eV
Mo-S sigma, pi: -4.0, 0.6 eV
Mo-Mo sigma, pi, delta: -0.8, 0.4, 0.0 eV
interlayer S-S sigma, pi: 0.8, -0.1 eV; decay 0.5 A
Mo-S direction cosines s, c: 0.7559, 0.6547
S-S interlayer distance 3.523 A; in-plane cosine squared 0.2750
d levels at K before Mo-S coupling, d0 and d2: 0.600, -1.000 eV
band v: Mo-S coupling -1.800 eV, energy -0.1571 eV, S weight 0.1799
band v: m in layers 1, 2 = (2, -2); J in layers 1, 2 = (2, 2)
band c: Mo-S coupling -2.306 eV, energy 1.5569 eV, S weight 0.1469
band c: m in layers 1, 2 = (0, 0); J in layers 1, 2 = (0, 1)
band u: Mo-S coupling -4.561 eV, energy 2.3013 eV, S weight 0.3438
band u: m in layers 1, 2 = (-2, 2); J in layers 1, 2 = (1, 0)
monolayer gap at K: 1.7140 eV
valence hopping at K: 0.03339 eV; closed form 0.03339 eV
conduction hopping at K: 7.7e-17 eV
bilayer valence splitting: 0.06681 eV; twice hopping 0.06677 eV
bilayer conduction splitting: 4.4e-15 eV
conduction shift, full: -0.01171 eV; second order -0.01222 eV
part of second-order shift from other layer's u: -0.01232 eV
turned layer, Mo at A: hopping v 0.00000 eV, c 0.02727 eV
turned layer, Mo at B: hopping v 0.03339 eV, c 0.00000 eV
turned layer, Mo at C: hopping v 0.00000 eV, c 0.00000 eV
unturned layer, Mo at A: hopping v 0.02561 eV, c 0.02092 eV
unturned layer, Mo at B: hopping v 0.00000 eV, c 0.00000 eV
unturned layer, Mo at C: hopping v 0.00000 eV, c 0.00000 eV
reversed-chirality control, Mo-S sigma, pi: -2.6, -1.4 eV
reversed control: valence m -2, hopping 1.9e-17 eV
with hopping tails to 9 A: v 0.04127 eV, c 4.3e-17 eV
conduction hopping slope near K: 0.2482 eV A
ratio of conduction hopping at q = 0.002 and 0.001 1/A: 1.9963
ratio of conduction hopping for q along y and x: 1.0037
rough mass 0.5 m_e, temperature 300 K: thermal q 0.0582 1/A
at thermal q: c hopping 0.01279 eV, c splitting 0.02507 eV
Mo spin-orbit constant 0.08 eV; monolayer valence spin splitting 0.13169 eV
bilayer valence splitting with spin-orbit: 0.14756 eV
closed form with spin-orbit: 0.14765 eV
largest c-c element with spin-orbit: 1.4e-16 eV
same, spin-orbit doubled in layer 2 only: 3.19e-03 eV
slip 0.1 A: conduction hopping 0.00112 eV
gate field 1.0 MV/cm: unscreened layer energy offset 0.0620 eV
```
